# Transmission of Dirac electrons through sharp and smooth graphene p-n junctions

## Problem

Electrons in one valley of graphene move in a potential $U(x)$ that does not depend on $y$. With $\hbar=1$ and the energy taken as zero,

$$[v(\sigma_xp_x+\sigma_yp_y)+U(x)]\psi=0 .$$

Write $u=U/v$. Far to the left $u=-k$, so the carriers lie in the conduction band (n side). Far to the right $u=+k$, so they lie in the valence band (p side). Both sides have Fermi wave number $k$. An electron arrives from the left at angle $\theta$ to the $x$ axis, $|\theta|<\pi/2$, with conserved transverse momentum $q=k\sin\theta$. The motion is ballistic, there is no gap, and scattering between valleys is neglected.

(a) Find the transmission probability $T(\theta)$ when $u$ jumps abruptly at $x=0$.

(b) Find $T(\theta)$ when $u=kx/d$ for $|x|<d$, with $kd\gg1$. Note that $d$ is half the width of the ramp.

(c) What is $T$ at $\theta=0$ for an arbitrary profile joining the same two sides?

(d) Take $v=0.5$ atomic units and $k=0.005\ \text{bohr}^{-1}$. Compare $d=2000$ bohr with $d=20$ bohr: at which angle is $T=1/2$, and what is $T$ averaged uniformly over $q$?

## A tempting solution

Where $u$ is locally constant, the equation reads $(\sigma_xp_x+\sigma_yp_y)\psi=-u\psi$. Squaring it gives the local longitudinal wave number,

$$k_x^2(x)=u^2(x)-q^2 .$$

On the ramp, with slope $s=k/d$, this is negative for $|x|<q/s=d\sin\theta$ (take $\theta>0$). The electron tunnels through that strip. Substituting $x=(q/s)\sin\varphi$, the tunnelling exponent is

$$2\int_{-q/s}^{q/s}\sqrt{q^2-s^2x^2}\,dx
=\frac{2q^2}{s}\int_{-\pi/2}^{\pi/2}\cos^2\varphi\,d\varphi
=\frac{\pi q^2}{s}=\pi kd\sin^2\theta .$$

Hence $T=e^{-\pi kd\sin^2\theta}$, which answers (b). The abrupt junction is the case $d\to0$: the forbidden strip disappears, so $T=1$ at every angle. That answers (a), and (c) as well.

## Where it fails

Squaring was legitimate for constant $u$. To see what it drops when $u$ varies, put $\psi=e^{iqy}\psi(x)$ and $p_x=-i\,d/dx$:

$$-i\sigma_x\psi'+q\sigma_y\psi+u\psi=0 .$$

Multiply by $i\sigma_x$ and use $\sigma_x\sigma_y=i\sigma_z$:

$$\psi'=(q\sigma_z-iu\sigma_x)\psi. \tag{1}$$

Let $a$ and $b$ be the sum and difference of the two components of $\psi$, each divided by $\sqrt2$. In this basis $\sigma_x$ is diagonal with values $\pm1$, and $\sigma_z$ exchanges $a$ and $b$:

$$a'=-iua+qb,\qquad b'=iub+qa. \tag{2}$$

Differentiate the first equation, insert the second, and eliminate $b$ with $qb=a'+iua$:

$$a''=-iu'a-iua'+iu(a'+iua)+q^2a=(q^2-u^2-iu')a. \tag{3}$$

The tempting solution omitted $-iu'$. For an abrupt junction $u'=2k\,\delta(x)$, so the omitted term is singular at the very place where scattering occurs. Without it a step, which has $u^2=k^2$ on both sides, would not reflect at all. With the term kept, (3) is equivalent to (2). The exponential law derived below keeps the term too, but it treats the ramp as endless, so it is secured for $kd\gg1$ and cannot be carried to the limit $d\to0$.

The answer to (b) is not yet secured either. On the ramp $u'=s$, and neglecting it against $q^2$ in the strip requires $q^2/s=kd\sin^2\theta\gg1$. There the junction is nearly opaque. Most of the transmitted beam has $kd\sin^2\theta\lesssim1$, where the argument has no justification, and it supplies no prefactor at any angle. The exponent must be confirmed, and the prefactor found, from (2) itself.

## Solution

### Current and normal incidence

The current operator along $x$ is $v\sigma_x$, so the current is $v(|a|^2-|b|^2)$. It is conserved: by (2), $(|a|^2)'=2q\,\mathrm{Re}(a^*b)=(|b|^2)'$. The amplitude $a$ carries current to the right and $b$ carries it to the left.

At $q=0$ equations (2) decouple. Then $b'=iub$, so $|b|$ is constant. Nothing arrives from the right, hence $b=0$ there and therefore everywhere. There is no reflection:

$$T(\theta=0)=1\quad\text{for every }u(x).$$

The potential changes the phase of $a$ but cannot turn $a$ into $b$, because $\sigma_x$ is conserved at $q=0$.

A gap removes this protection. Adding $m\sigma_z$ to $\sigma_xp_x+\sigma_yp_y$ gives, at $q=0$, $\psi'=(-m\sigma_y-iu\sigma_x)\psi$, since $\sigma_x\sigma_z=-i\sigma_y$. A quarter turn of the spinor about the $x$ axis carries $-\sigma_y$ into $\sigma_z$ and leaves $\sigma_x$ alone. The result is (1) with $q=m$, so a massive electron at normal incidence is reflected like a massless one with transverse momentum $m$. For $m=0.5k$ and a ramp with $kd=1$, direct integration gives $T=0.549$.

### The abrupt junction

For a plane wave with spinor $(1,\chi)$, the second row of the Dirac equation is $p_x+iq=-u\chi$.

- On the left $-u=k$. The incident wave has $p_x=k\cos\theta$, so $\chi=e^{i\theta}$. The reflected wave has $p_x=-k\cos\theta$, so $\chi=-e^{-i\theta}$.
- On the right $-u=-k$, so $\chi=-(p_x+iq)/k$. The current is proportional to $\psi^\dagger\sigma_x\psi=2\,\mathrm{Re}\,\chi=-2p_x/k$. A wave travelling to the right therefore needs $p_x=-k\cos\theta$, which gives $\chi=e^{-i\theta}$.

In the valence band velocity is opposite to momentum. The transverse velocity is proportional to $2\,\mathrm{Im}\,\chi=-2\sin\theta$, so the transmitted beam is refracted to the other side of the normal.

Equation (1) contains a finite jump of $u$, so $\psi$ is continuous:

$$\begin{pmatrix}1\\e^{i\theta}\end{pmatrix}+r\begin{pmatrix}1\\-e^{-i\theta}\end{pmatrix}=t\begin{pmatrix}1\\e^{-i\theta}\end{pmatrix}. \tag{4}$$

Multiply from the left by the row $(e^{-i\theta},1)$. The reflected spinor gives $e^{-i\theta}-e^{-i\theta}=0$, and what remains is

$$2\cos\theta=2te^{-i\theta},\qquad t=\cos\theta\,e^{i\theta}.$$

The first row of (4) gives $r=t-1=-\sin^2\theta+i\sin\theta\cos\theta=i\sin\theta\,e^{i\theta}$. Incident and transmitted waves of unit amplitude carry the same current, proportional to $2\cos\theta$, so

$$\boxed{T=|t|^2=\cos^2\theta},\qquad |r|^2=\sin^2\theta .$$

No forbidden strip is involved. Reflection occurs because the spinors $(1,e^{i\theta})$ and $(1,e^{-i\theta})$ differ unless $\theta=0$.

**How short must a ramp be?** Let $G=q\sigma_z-iu\sigma_x$ and expand the matrix $M$ that carries $\psi$ from $-d$ to $d$:

$$M=1+\int G(x)\,dx+\iint_{x>x'}G(x)G(x')\,dx\,dx'+\dots$$

Compare the ramp with the step on the same interval. Both have $\int u\,dx=0$, so the first-order terms agree. In second order the $q^2$ terms agree, and the $u(x)u(x')$ terms equal $-\tfrac12(\int u\,dx)^2=0$. With $\sigma_z\sigma_x=i\sigma_y=-\sigma_x\sigma_z$, the mixed terms are

$$q\sigma_y\iint_{x>x'}[u(x')-u(x)]\,dx\,dx'
=q\sigma_y\int[(d-x)-(x+d)]\,u\,dx=-2q\sigma_y\int xu\,dx .$$

The integral $\int xu\,dx$ is $\tfrac23kd^2$ for the ramp and $kd^2$ for the step. The ramp thus acts as the step with an extra factor at $x=0$:

$$\psi(0^+)=(1+\eta\sigma_y)\psi(0^-),\qquad \eta=\tfrac23(kd)^2\sin\theta .$$

To first order in $\eta$, the right side of (4) is multiplied by $1-\eta\sigma_y$. The row $(e^{-i\theta},1)$ acting on $\sigma_y(1,e^{-i\theta})^T=(-ie^{-i\theta},i)^T$ gives $i(1-e^{-2i\theta})=-2\sin\theta\,e^{-i\theta}$. Hence $2\cos\theta=2te^{-i\theta}(1+\eta\sin\theta)$ and

$$T\simeq\cos^2\theta\left[1-\tfrac43(kd)^2\sin^2\theta\right].$$

"Abrupt" therefore means $kd\ll1$.

### The smooth junction

First let the ramp $u=sx$ extend without end. Far out $|u|\gg q$, and the right and left movers become pure $a$ and pure $b$. We need the solution with $b\to0$ as $x\to+\infty$.

Eliminating $a$ from (2), as in (3), gives $b''=(q^2-s^2x^2+is)b$. Set $b=e^{-isx^2/2}h$. Then

$$b''=e^{-isx^2/2}(h''-2isxh'-ish-s^2x^2h),$$

and therefore

$$h''-2isxh'-(2is+q^2)h=0. \tag{5}$$

With $\kappa=q^2/2s$, a solution is

$$h(x)=\int_0^\infty W(p)e^{-ipx}dp,\qquad W=p^{-i\kappa}e^{-ip^2/4s}. \tag{6}$$

The far end of the path is turned into the direction $e^{-i\pi/4}$, where the integrand decays as a Gaussian. To verify (6), use $xe^{-ipx}=i\,\frac{d}{dp}e^{-ipx}$ and integrate by parts. The boundary terms vanish because $pW\to0$ at $p=0$:

$$-2isxh'=-2s\int pW\,xe^{-ipx}dp=2is\int(pW)'e^{-ipx}dp .$$

Since $(pW)'=(1-i\kappa-ip^2/2s)W$, the right side is $\int(2is+q^2+p^2)We^{-ipx}dp$. Adding $h''=-\int p^2We^{-ipx}dp$ leaves $(2is+q^2)h$, as (5) demands. From (2),

$$qa=b'-isxb=e^{-isx^2/2}(h'-2isxh). \tag{7}$$

**Right side, $x\to+\infty$.** Turn the path to $p=-i\tau$, $\tau>0$. The integrand then contains $e^{-\tau x}$, so $\tau\sim1/x$ matters and the Gaussian factor can be replaced by 1:

$$h\simeq(-i)^{1-i\kappa}\,\Gamma(1-i\kappa)\,x^{-1+i\kappa},\qquad |(-i)^{1-i\kappa}|=e^{-\pi\kappa/2}.$$

So $b\to0$, as required. In (7) $h'$ is of order $1/x^2$ and drops out, leaving

$$|a(+\infty)|=\frac{2s}{q}|\Gamma(1-i\kappa)|e^{-\pi\kappa/2}.$$

**Left side, $x\to-\infty$.** Let $p_0=2s|x|$. For $p=P+i\tau$ the modulus of the two exponentials in (6) is $e^{\tau(P-p_0)/2s}$, which is small above the real axis to the left of $p_0$ and below it to the right. Choose the path up the imaginary axis from $0$ to $ip_0$, then along the straight line $p=p_0+we^{-i\pi/4}$ through $p_0$.

On the first piece, $p=i\tau$ and the factor $e^{-\tau|x|}$ again selects small $\tau$:

$$h_1\simeq i^{1-i\kappa}\,\Gamma(1-i\kappa)\,|x|^{-1+i\kappa},\qquad |i^{1-i\kappa}|=e^{+\pi\kappa/2}.$$

On the second piece the exponentials become $e^{isx^2}e^{-w^2/4s}$, so $|h_2|\simeq\int e^{-w^2/4s}dw=\sqrt{4\pi s}$. This is the reflected wave: $|b(-\infty)|^2=4\pi s$.

For $a$, equation (7) contains $h'-2isxh=-i\int(p-p_0)We^{-ipx}dp$. On the second piece the factor $p-p_0$ is odd about the centre of the Gaussian, so the leading term vanishes and the remainder falls as $1/p_0$. The first piece gives $ip_0h_1$, hence

$$|a(-\infty)|=\frac{2s}{q}|\Gamma(1-i\kappa)|e^{+\pi\kappa/2}.$$

The Gamma functions cancel in the ratio:

$$\boxed{T=\frac{|a(+\infty)|^2}{|a(-\infty)|^2}=e^{-2\pi\kappa}=e^{-\pi q^2/s}=e^{-\pi kd\sin^2\theta}}$$

The prefactor is one, also where the tunnelling argument was not justified. The current balances: with $|\Gamma(1-i\kappa)|^2=\pi\kappa/\sinh\pi\kappa$, the difference $|a(-\infty)|^2-|a(+\infty)|^2$ is $(4s^2/q^2)\,2\pi\kappa=4\pi s=|b(-\infty)|^2$. In terms of the full width $D=2d$ the exponent is $\tfrac12\pi kD\sin^2\theta$.

**The ends of the ramp.** The real ramp stops at $|x|=d$, where its slope jumps to zero. On the left part of the ramp the local spinors are $(1,e^{i\varphi})$ and $(1,-e^{-i\varphi})$ with $\sin\varphi=q/|u|$. As $\varphi$ changes, the derivative of the first is $(0,i\varphi'e^{i\varphi})$. Its component along the second has size $|\varphi'|/(2\cos\varphi)$, which is the rate of conversion into the reflected wave. The two waves have relative phase $2\int k_x\,dx$, so a coupling that stops suddenly leaves an amplitude equal to the coupling divided by $2k_x$. At the corner $\varphi=\theta$, $k_x=k\cos\theta$ and $|\varphi'|\cos\theta=qs/k^2=\sin\theta/d$. Therefore

$$|r_c|\simeq\frac{1}{2k\cos\theta}\,\frac{\sin\theta}{2d\cos^2\theta}=\frac{\sin\theta}{4kd\cos^3\theta}.$$

The right corner has the same strength by symmetry. Repeated reflection between a corner and the central strip, whose reflection amplitude $r_0$ has modulus below one, multiplies $T$ by $|1-r_cr_0|^{-2}\simeq1+2\,\mathrm{Re}(r_cr_0)$. For two corners, to leading order in $1/kd$,

$$\left|\frac{\delta T}{T}\right|\le\frac{\sin\theta}{kd\cos^3\theta}. \tag{8}$$

The exponential law is secured where $kd\gg1$ and this bound is small. Neither grazing incidence nor $kd\lesssim1$ is covered, which is why the law does not contain answer (a): as $d\to0$ it gives $1$ where the true value is $\cos^2\theta$.

### Numbers

The local Fermi energy is $vk=0.0025$ hartree. The long ramp has $kd=0.005\times2000=10$, the short one $kd=0.005\times20=0.1$. The numerical check integrates the Dirac equation directly for both ramps:

| $\theta$ | $\cos^2\theta$ | $kd=0.1$ | $e^{-10\pi\sin^2\theta}$ | $kd=10$ |
|---|---|---|---|---|
| 0° | 1 | 1.0000 | 1 | 1.0000 |
| 10° | 0.9698 | 0.9695 | 0.388 | 0.384 |
| 20° | 0.8830 | 0.8816 | 0.0254 | 0.0261 |
| 30° | 0.7500 | 0.7475 | 0.000388 | 0.000398 |

At 30° the short ramp should lie below $\cos^2\theta$ by the fraction $\tfrac43(0.01)(0.25)=0.0033$, which gives 0.7475, as found. For the long ramp at 20° the direct value exceeds the law by about 3% of the law, within the 4.1% allowed by (8).

**Half transmission.** For the abrupt junction $\cos^2\theta=1/2$ gives 45°. For $d=20$ bohr the short-ramp factor near 45° is $1-\tfrac43(0.01)(0.5)=0.9933$, so $\cos^2\theta=0.5033$ and the angle is 44.8°. For the smooth one $\pi kd\sin^2\theta=\ln2$, so

$$\theta=\arcsin\sqrt{\frac{\ln2}{10\pi}}=8.5^\circ,$$

and direct integration also gives 8.5°. The smooth junction collimates the electrons into a narrow beam about the normal.

**Average over $q$.** With $z=\sin\theta$, the abrupt junction gives $\int_0^1(1-z^2)dz=2/3$. For $d=20$ bohr the short-ramp correction subtracts $\tfrac43(0.01)\int_0^1(1-z^2)z^2dz=\tfrac43(0.01)\tfrac2{15}=0.002$, leaving 0.665. For the smooth junction the integrand is negligible at $z=1$, so the upper limit can be moved to infinity:

$$\int_0^1e^{-\pi kdz^2}dz\simeq\frac{1}{2\sqrt{kd}}=\frac{1}{2\sqrt{10}}=0.158 .$$

Direct integration gives 0.158 as well. The smooth junction passes about a quarter of what the abrupt one passes.

**Shape of the profile.** The profile $u=k\tanh(x/d)$ has the same central slope as the ramp. For $kd=10$ its transmission is 0.999 of the exponential law at $\sin\theta=0.1$, but 0.57 of it at $\sin\theta=0.5$. Near normal incidence the forbidden strip $|u|<q$ lies where the tanh is still nearly linear. At larger angles the strip reaches the part where the tanh is less steep than at its centre, so it is wider than on the ramp. With $y=u/k$, $dx=d\,dy/(1-y^2)$ and $y=z\sin\varphi$, $z=\sin\theta$, the tunnelling exponent of the tanh is

$$2kd\int_{-\pi/2}^{\pi/2}\left[1-\frac{1-z^2}{1-z^2\sin^2\varphi}\right]d\varphi=2\pi kd\,(1-\cos\theta),$$

using $\int_{-\pi/2}^{\pi/2}d\varphi/(1-z^2\sin^2\varphi)=\pi/\sqrt{1-z^2}$. It exceeds $\pi kd\sin^2\theta$ by 0.0008 at $\sin\theta=0.1$ and by 0.564 at $\sin\theta=0.5$, which reproduces the ratios $e^{-0.0008}=0.999$ and $e^{-0.564}=0.57$. For the tanh, then, $d$ read from the slope at the crossing, $s=k/d$, gives a law that describes the collimated beam, not its weak tails. Linearity across the strip is not enough by itself: $kd$ must be large, and outside the strip $u$ must also vary slowly. Away from normal incidence, a jump of $u$ outside the strip reflects on its own, like the abrupt junction, and interference with the reflection from the strip changes $T$ within the beam.

The short ramp has a half width of 20 bohr, only about four lattice constants of graphene (each roughly 5 bohr). That scattering between valleys can be neglected there is an assumption of the model, not a result derived here.

## Computed values

```
velocity v = 0.500 atomic units
Fermi wave number k = 0.0050 1/bohr
local Fermi energy v k = 0.00250 hartree
smooth half width d = 2000 bohr, k d = 10.00
sharp half width d = 20 bohr, k d = 0.10
slope of U, smooth ramp = 1.250e-06 hartree/bohr
T (dimensionless): law and direct integration
angle/deg  cos^2   sharp ramp  exp law     smooth ramp  bound
    0     1.0000  1.0000      1.0000e+00  1.0000e+00   0.0000
    5     0.9924  0.9923      7.8770e-01  7.8494e-01   0.0088
   10     0.9698  0.9695      3.8778e-01  3.8441e-01   0.0182
   20     0.8830  0.8816      2.5350e-02  2.6079e-02   0.0412
   30     0.7500  0.7475      3.8820e-04  3.9848e-04   0.0770
(bound = leading limit on relative error of exp law)
half-transmission angle, sharp step = 45.00 deg
half-transmission angle, exp law = 8.54 deg
half-transmission angle, smooth ramp = 8.49 deg
mean T over q, sharp step = 0.6667
mean T over q, 1/(2 sqrt(k d)) = 0.1581
mean T over q, smooth ramp = 0.1577
tanh profile, T / exp law at sin(theta)=0.1: 0.9992
tanh profile, T / exp law at sin(theta)=0.5: 0.5690
irregular profile, normal incidence: T = 1.000000
mass 0.5 k (as v=1), k d=1, normal incidence: T = 0.5492
largest corner correction / predicted limit = 1.002
```
